\section*{Slater's transition-state rule and its third-derivative error}

\section*{The problem}

An atom loses one electron from a shell that initially holds $N$ electrons. Let the shell hold $N-1+x$ electrons, where $x=1$ is the initial atom and $x=0$ the ion, and keep the occupations of all other shells fixed. For each $x$, let $E(x)$ be the total energy at which the orbitals are self-consistent, that is, stationary under all variations that keep them orthonormal. The ionisation energy is
\begin{equation}
I=E(0)-E(1).
\label{I}
\end{equation}
Fractional $x$ has no direct physical meaning here. It is a path between two configurations within a mean-field model. The task is to find how well a single self-consistent calculation on this path can give $I$. Atomic units are used in the algebra.

Parts (a) to (e) use exchange-only local density theory with a spherical, spin-unpolarised density. A shell of angular momentum $l$ has $g=4l+2$ spin orbitals, each with the same radial function and the same occupation (shell population divided by $g$). The energy therefore represents a configuration, not an individual multiplet. With $f_i$ the occupation of spin orbital $\varphi_i$, define
\begin{equation}
\gamma=\sum_i f_i|\varphi_i\rangle\langle\varphi_i|,\qquad
\rho(\mathbf r)=\sum_i f_i|\varphi_i(\mathbf r)|^2 ,
\end{equation}
where a sum over spin is understood in $\rho$. The energy is
\begin{equation}
E=\mathrm{Tr}\Big[\Big(-\tfrac12\nabla^2-\tfrac Zr\Big)\gamma\Big]
+\frac12\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'
-C_x\!\int\!\rho^{4/3}d^3r,
\label{lda}
\end{equation}
with $C_x=\frac34(3/\pi)^{1/3}$.

\section*{(a) What is the slope of $E(x)$?}

\textit{Express $E'(x)$ through a quantity available from one self-consistent calculation.}

\textbf{Solution.} The energy depends on occupations and orbitals only through $\gamma$. Varying (\ref{lda}) gives $\delta E=\mathrm{Tr}(\hat h\,\delta\gamma)$ with
\begin{equation}
\hat h=-\tfrac12\nabla^2-\frac Zr+\int\frac{\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r'-\tfrac43C_x\rho^{1/3}.
\end{equation}
The factor $\frac12$ of the Hartree energy has disappeared because both densities in it are varied.

Stationarity makes the orbitals eigenfunctions of $\hat h$. To see this, mix two of them by $\delta\varphi_i=\eta\varphi_j$, $\delta\varphi_j=-\eta^*\varphi_i$, which preserves orthonormality to first order. Then
\begin{equation}
\delta E=2(f_i-f_j)\,\mathrm{Re}\,\big(\eta\langle\varphi_i|\hat h|\varphi_j\rangle\big)=0
\end{equation}
for every $\eta$, so the matrix element vanishes if $f_i\ne f_j$. If $f_i=f_j$, the mixing leaves $\gamma$ unchanged, and we are free to choose the orbitals that diagonalise $\hat h$. The argument also covers empty orbitals ($f_j=0$) that complete the set to a basis, so $\hat h$ is diagonal in that basis. Hence $\hat h\varphi_i=\varepsilon_i\varphi_i$. Because $\rho$ is spherical, all members of a shell share one eigenvalue.

Now differentiate along the path:
\begin{align}
E'(x)&=\sum_i\frac{df_i}{dx}\langle\varphi_i|\hat h|\varphi_i\rangle
+\sum_i f_i\Big(\Big\langle\frac{d\varphi_i}{dx}\Big|\hat h\Big|\varphi_i\Big\rangle+\Big\langle\varphi_i\Big|\hat h\Big|\frac{d\varphi_i}{dx}\Big\rangle\Big)\nonumber\\
&=\sum_i\frac{df_i}{dx}\varepsilon_i+\sum_i f_i\varepsilon_i\frac{d}{dx}\langle\varphi_i|\varphi_i\rangle .
\end{align}
The last sum is zero because the norms are fixed. In the first, only the $g$ members of the ionised shell contribute, each with $df_i/dx=1/g$. Therefore
\begin{equation}
E'(x)=\varepsilon(x),
\label{janak}
\end{equation}
where $\varepsilon$ is the eigenvalue of that shell. This is Janak's theorem. The orbitals do relax as $x$ changes, but their relaxation does not enter the first derivative.

\section*{(b) How far is the midpoint slope from the ionisation energy?}

\textit{Assume that one self-consistent branch joins $x=0$ and $x=1$ and that $E'''$ is continuous on $[0,1]$. Relate $I$ to the eigenvalue at $x=\frac12$, with an exact remainder.}

\textbf{Solution.} From (\ref{I}) and (\ref{janak}),
\begin{equation}
I=-\int_0^1\varepsilon(x)\,dx=-\int_{-1/2}^{1/2}G(t)\,dt,\qquad G(t)=E'(\tfrac12+t).
\label{int}
\end{equation}
Introduce the weight $K(t)=\frac12(\frac12-|t|)^2$. On the right half, $K'=-(\frac12-t)$, and two integrations by parts give
\begin{align}
\int_0^{1/2}\!KG''dt&=\big[KG'\big]_0^{1/2}+\int_0^{1/2}(\tfrac12-t)G'dt\nonumber\\
&=-\tfrac18G'(0)-\tfrac12G(0)+\int_0^{1/2}G\,dt .
\end{align}
On the left half, $K'=\frac12+t$, and similarly
\begin{align}
\int_{-1/2}^0\!KG''dt&=\big[KG'\big]_{-1/2}^0-\int_{-1/2}^0(\tfrac12+t)G'dt\nonumber\\
&=\tfrac18G'(0)-\tfrac12G(0)+\int_{-1/2}^0G\,dt .
\end{align}
In the sum the terms in $G'(0)$ cancel:
\begin{equation}
\int_{-1/2}^{1/2}G\,dt=G(0)+\int_{-1/2}^{1/2}K(t)G''(t)\,dt .
\end{equation}
The weight is non-negative, and its integral is $2\int_0^{1/2}\frac12s^2ds=\frac1{24}$. The last integral is thus $\frac1{24}$ times a weighted mean of the continuous function $G''=E'''$, and a continuous function takes its mean value somewhere in the interval. Hence
\begin{equation}
I=-\varepsilon(\tfrac12)-\frac1{24}E'''(\xi),\qquad 0<\xi<1 .
\label{rule}
\end{equation}
This is Slater's transition-state rule with its error. ``Half occupation'' means that half of the departing electron remains, so the shell holds $N-\frac12$ electrons.

The smoothness condition can fail when the shell is emptied. If a single electron is the whole density and its orbital is frozen, the exchange energy is proportional to $x^{4/3}$. Its third derivative then diverges as $x^{-5/3}$ at $x=0$. Equation (\ref{rule}) survives this particular case: $K$ vanishes as $x^2/2$ at that end, so $KG''\sim x^{1/3}$ is integrable, the boundary terms still vanish, and $E'''$ is continuous on the open interval. But $E'''$ is unbounded, so its maximum no longer bounds the error, and its midpoint value is a poor estimate: for $E=x^{4/3}$, $E(1)-E(0)-E'(\frac12)=1-\frac43 2^{-1/3}=-0.058$, while $E'''(\frac12)/24=-0.039$. The rule is not justified if the self-consistent solution jumps to another branch along the path.

\section*{(c) What comes next, and why not use the initial atom?}

\textit{Find the next correction when $E$ is smooth enough. Compare the midpoint eigenvalue with the eigenvalue at $x=1$.}

\textbf{Solution.} Expand $G(t)$ about $t=0$ and integrate over the symmetric interval. Odd powers vanish, while $\int t^2dt=\frac1{12}$ and $\int t^4dt=\frac1{80}$. Dividing by $2!$ and $4!$ gives
\begin{equation}
I=-\varepsilon(\tfrac12)-\frac{E'''(\frac12)}{24}-\frac{E^{(5)}(\frac12)}{1920}-\cdots .
\label{series}
\end{equation}
The second derivative is absent. It measures how fast the eigenvalue moves with occupation, and at the midpoint its effects from the two halves of the path cancel. At the end of the path they do not. With derivatives taken at $x=\frac12$,
\begin{equation}
\varepsilon(1)=\varepsilon(\tfrac12)+\tfrac12E''+\tfrac18E'''+\cdots,
\end{equation}
and adding (\ref{series}), with $\frac18-\frac1{24}=\frac1{12}$, yields
\begin{equation}
I+\varepsilon(1)=\tfrac12E''+\tfrac1{12}E'''+\cdots .
\label{end}
\end{equation}

\section*{(d) Where does the third derivative come from?}

\textit{Freeze all orbitals at their $x=\frac12$ form. Which part of the energy still has a third derivative?}

\textbf{Solution.} Let $p(\mathbf r)$ be the spherically averaged density of one electron in the shell. With frozen orbitals $\rho$ is linear in $x$ and $d\rho/dx=p$. The one-electron energy is then linear in $x$ and the Hartree energy quadratic, so neither contributes to $E'''$. For exchange, three differentiations of $\rho^{4/3}$ bring down $\frac43\cdot\frac13\cdot(-\frac23)=-\frac8{27}$, and therefore
\begin{equation}
E'''_{\rm frozen}=\frac{8}{27}C_x\int\frac{p^3}{\rho^{5/3}}\,d^3r>0 .
\label{frozen}
\end{equation}
The remainder, $E'''-E'''_{\rm frozen}$, is due to orbital relaxation. Its sign is not fixed by this argument. Part (g) finds the relaxation part in closed form for a simpler case: a $1s$ shell described by the configuration-average energy of (f) instead of (\ref{lda}).

\section*{(e) Carbon: a valence and a core electron}

\textit{Test the rule for the configuration $1s^22s^22p^2$ of carbon, removing either a $2p$ or a $1s$ electron.}

\textbf{Solution.} The numerical results, in eV, are as follows. They were obtained with nine Slater functions per angular momentum, and the digits shown are those of this basis: the energies and eigenvalues are converged to about $0.002$ eV, but $E'''$ and its relaxation part only to about $0.02$ eV, which is $0.001$ eV in $E'''/24$.

\begin{center}
\begin{tabular}{lrr}
 & $2p$ & $1s$\\
$I=E(0)-E(1)$ & 9.742 & 299.501\\
$-\varepsilon(1)$ & 4.298 & 268.961\\
$-\varepsilon(1/2)$ & 9.594 & 299.249\\
$E'''(1/2)$ & $-3.537$ & $-6.119$\\
frozen exchange part & 0.155 & 4.252\\
relaxation part & $-3.692$ & $-10.371$
\end{tabular}
\end{center}

For $2p$, the midpoint eigenvalue misses $I$ by $9.742-9.594=0.148$ eV, which is $1.5\%$ of $I$. The third-derivative term accounts for $3.537/24=0.147$ eV, and the fifth-derivative term adds $0.001$ eV. For $1s$ the miss, from unrounded values, is $0.253$ eV, or $0.08\%$ of $I$. Here $6.119/24=0.255$ eV, and the next term is $-0.002$ eV. These small differences test the rule within the model; they do not measure the model's accuracy for a real carbon atom.

The eigenvalue of the initial atom is much worse: it falls short of $I$ by $5.444$ eV for $2p$ and by $30.54$ eV for $1s$. Equation (\ref{end}) explains the size. For $2p$, estimate $E''$ by the change of the eigenvalue along the path, $\varepsilon(1)-\varepsilon(0)=15.782-4.298=11.484$ eV. Then
\begin{equation}
\tfrac12(11.484)+\tfrac1{12}(-3.537)=5.447\ \text{eV},
\end{equation}
close to the actual $5.444$ eV. Part of this closeness is built in: $\varepsilon(1)-\varepsilon(0)=E''+\frac1{24}E''''+\cdots$, so half of it already contains the next term of (\ref{end}), $\frac1{48}E''''$.

For $2p$ the third derivative is almost entirely relaxation. For $1s$ the exchange part cancels about two fifths of the relaxation part, so the small $1s$ error is partly a cancellation. The $2p$ orbital contracts as the electron is withdrawn. The mean $2p$ radius falls from $0.974$ to $0.805$ angstrom when a $2p$ electron leaves, and from $0.974$ to $0.679$ angstrom when a $1s$ electron leaves and the nucleus is less screened.

The numerical check tests (\ref{janak}) by differentiating total energies, and (\ref{int}) by quadrature. It takes $E'''$ from total energies, independently of the eigenvalue at the midpoint.

\section*{(f) Does the rule hold for the Hartree--Fock configuration average?}

\textit{Slater's average energy of a configuration with $q_i$ electrons in shell $i$ is}
\begin{equation}
E_{\rm av}=\sum_i q_ih_i+\sum_i\tfrac12q_i(q_i-1)U_{ii}+\sum_{i<j}q_iq_jU_{ij},
\label{av}
\end{equation}
\textit{where $h_i$ is the one-electron energy and $U_{ij}$ the average interaction of a pair, exchange included. Find the slope and compare it with the eigenvalue.}

\textbf{Solution.} Let $P_i(r)$ be the real, normalised radial function of shell $i$. The radial equation follows from $\delta E_{\rm av}/\delta P_i=2q_i\hat F_iP_i$, and the eigenvalue is $\varepsilon_i=\langle P_i|\hat F_i|P_i\rangle$. To evaluate it, scale $P_i\to\lambda P_i$ in (\ref{av}) and differentiate at $\lambda=1$. By the definition of $\hat F_i$ the result is $2q_i\varepsilon_i$. Since $h_i$ and $U_{ij}$ ($j\neq i$) are of second degree in $P_i$ and $U_{ii}$ is of fourth degree,
\begin{equation}
2q_i\varepsilon_i=2q_ih_i+4\cdot\tfrac12q_i(q_i-1)U_{ii}+2q_i\sum_{j\ne i}q_jU_{ij},
\end{equation}
so that
\begin{equation}
\varepsilon_i=h_i+(q_i-1)U_{ii}+\sum_{j\ne i}q_jU_{ij}.
\label{eav}
\end{equation}
For the slope, the orbital response again vanishes, because the energy is stationary under orthonormal variations. The explicit derivative of (\ref{av}) is
\begin{equation}
\frac{\partial E_{\rm av}}{\partial q_i}=h_i+(q_i-\tfrac12)U_{ii}+\sum_{j\ne i}q_jU_{ij}
=\varepsilon_i+\tfrac12U_{ii}.
\label{slope}
\end{equation}
Janak's theorem fails here because its premise fails. The term $\frac12q_i^2U_{ii}$ depends on $q_i$ and $P_i$ through the product $q_iP_i^2$, but the self-pair correction $-\frac12q_iU_{ii}$ does not.

Part (b) used only the smoothness of $E$ once the slope was known. It therefore still applies, with the slope (\ref{slope}) in place of the eigenvalue:
\begin{equation}
I=-\big(\varepsilon_i+\tfrac12U_{ii}\big)_{q_i=N-1/2}-\tfrac1{24}E'''(\xi).
\label{avrule}
\end{equation}
If the orbitals are frozen, $E_{\rm av}$ is quadratic in $q_i$ and the remainder is zero. The midpoint slope is then $h_i+(N-1)U_{ii}+\sum_{j\ne i}q_jU_{ij}$, which by (\ref{eav}) is the eigenvalue at full occupation $q_i=N$, provided the orbitals are frozen in the form they have in the initial atom (not at the midpoint, as in (d)). This is Koopmans' result. Within the configuration average, the bare eigenvalue thus belongs with full occupation and frozen orbitals, while the relaxed midpoint needs the extra $\frac12U_{ii}$.

\section*{(g) A $1s$ shell in which relaxation can be solved}

\textit{Apply (f) to $\mathrm C^{4+}\to\mathrm C^{5+}$, where a $1s$ shell goes from $q=2$ to $q=1$. Then repeat the calculation analytically with the single trial function $P=2\zeta^{3/2}re^{-\zeta r}$.}

\textbf{Solution.} The self-consistent calculation, in the same basis as in (e), gives $I=390.789$ eV. At $q=\frac32$ the bare eigenvalue gives $-\varepsilon=439.918$ eV, too large by $49.13$ eV, or $12.6\%$ of $I$. Subtracting $\frac12U=49.508$ eV leaves $390.410$ eV. The remaining difference is $0.379$ eV, in agreement with $-E'''/24=9.104/24=0.379$ eV. The last digits are not converged: at the basis limit, and with an accurate derivative, the energies move by up to $0.002$ eV, $E'''$ moves by about $0.006$ eV, and both the difference and $-E'''/24$ become $0.380$ eV.

For the trial function, $P''=(\zeta^2-2\zeta/r)P$ and $\langle1/r\rangle=\zeta$. The kinetic energy is therefore $-\frac12\zeta^2+\zeta^2=\frac12\zeta^2$, and $h=\frac12\zeta^2-Z\zeta$. The charge density $P^2=4\zeta^3r^2e^{-2\zeta r}$ produces the potential
\begin{align}
V(r)&=\frac1r\int_0^rP^2dr'+\int_r^\infty\frac{P^2}{r'}dr'
=\frac1r-e^{-2\zeta r}\Big(\zeta+\frac1r\Big),\\
U&=\int_0^\infty P^2V\,dr=\zeta-\frac\zeta8-\frac\zeta4=\frac58\zeta .
\end{align}
The average energy is
\begin{equation}
E(q,\zeta)=q\Big[\tfrac12\zeta^2-\zeta\Big(Z-\tfrac5{16}(q-1)\Big)\Big].
\end{equation}
It is lowest at $\zeta=Z-\frac5{16}(q-1)$, where
\begin{equation}
E(q)=-\frac q2\Big[Z-\tfrac5{16}(q-1)\Big]^2 .
\end{equation}
This is a cubic in $q$ whose leading coefficient is $-\frac12(\frac5{16})^2$. Hence
\begin{equation}
E'''=-3\Big(\frac5{16}\Big)^2=-\frac{75}{256},\qquad -\frac{E'''}{24}=\frac{25}{2048}\ \text{hartree}=0.332\ \text{eV}.
\end{equation}
All higher derivatives vanish, so this is the whole error of the midpoint slope in the model, and it does not depend on $Z$. For $Z=6$ the model gives $I=390.42$ eV and a midpoint value of $390.09$ eV.

At fixed $\zeta$ the energy is quadratic in $q$, so the third derivative here is purely relaxation. Its sign can be traced. With $b=\frac5{16}$, $E(q)=-\frac12(Z+b)^2q+b(Z+b)q^2-\frac12b^2q^3$, so $E''=2b(Z+b)-3b^2q=U-b^2q$, where $U=2b\zeta=2b(Z+b-bq)$. Removing charge raises $\zeta$, contracts the orbital and strengthens the repulsion $U$; this gives $-2b^2$, two thirds of $E'''$. The remaining $-b^2$ comes from the term $-b^2q$, the lowering of the curvature by the readjustment of $\zeta$. The self-consistent solution has $E'''\approx-9.1$ eV against $-7.97$ eV in the model, so a single exponent captures most of the effect for this ion.

\section*{Calculated quantities}
\begin{verbatim}
INPUT
nuclear charge: 6
Slater functions per angular momentum: 9
exponents: 0.945 to 40.58 1/angstrom
radial grid points: 511
outer grid radius: 23.35 angstrom
carbon total energy: -1008.280 eV
potential/kinetic energy ratio: -2.000003
CARBON, REMOVAL OF ONE 2p ELECTRON
I from total energies: 9.7423 eV = 0.358024 hartree
-eps at x=1: 4.2983 eV
-eps at x=1/2: 9.5942 eV
-eps at x=0: 15.7820 eV
I minus (-eps(1/2)): 0.14810 eV
E''' at x=1/2: -3.5369 eV
  frozen-orbital exchange part: 0.1554 eV
  relaxation part: -3.6923 eV
-E'''/24: 0.14737 eV
-E^(5)/1920: 0.00068 eV
remainder after both terms: 0.000051 eV
E''' value required by exact remainder: -3.5544 eV
mean 2p radius, x=1, 1/2, 0: 0.9742, 0.8761, 0.8049 angstrom
CARBON, REMOVAL OF ONE 1s ELECTRON
I from total energies: 299.5014 eV = 11.006474 hartree
-eps at x=1: 268.9609 eV
-eps at x=1/2: 299.2486 eV
-eps at x=0: 331.0449 eV
I minus (-eps(1/2)): 0.25285 eV
E''' at x=1/2: -6.1190 eV
  frozen-orbital exchange part: 4.2517 eV
  relaxation part: -10.3707 eV
-E'''/24: 0.25496 eV
-E^(5)/1920: -0.00210 eV
remainder after both terms: -0.000014 eV
E''' value required by exact remainder: -6.0683 eV
mean 2p radius, x=1, 1/2, 0: 0.9742, 0.7918, 0.6786 angstrom
C4+ TO C5+, HARTREE-FOCK CONFIGURATION AVERAGE
I from total energies: 390.7892 eV = 14.361240 hartree
-eps at q=3/2: 439.9177 eV
U/2 at q=3/2: 49.5078 eV
-(eps+U/2) at q=3/2: 390.4099 eV
I minus that value: 0.37935 eV
E''' at q=3/2: -9.1040 eV
-E'''/24: 0.37933 eV
C4+ TO C5+, ONE-EXPONENT MODEL
I: 390.4196 eV
-E'(3/2): 390.0874 eV
E''': -7.9721 eV
-E'''/24: 0.33217 eV
\end{verbatim}
